**CCSD[T] triples as a sum of squares, with the MP4 limit**

The program tests $E_{[T]}=\frac1{36}\sum W^2/D$, where $W=\langle\Phi_{ijk}^{abc}|VT_2|0\rangle$, $V$ is the fluctuation potential, $T_2$ holds converged CCSD doubles and $D$ is the occupied-minus-virtual orbital-energy sum of a triple. The model is a six-site chain with six electrons, treated with explicit operators in a space of 400 determinants. The program asserts that the contracted formula for $W$ agrees with direct projection, and that the mixed and squared energy forms agree with determinant contractions. It also asserts that the sum with MP1 amplitudes equals the change in the fourth-order Rayleigh-Schrödinger energy caused by triply excited determinants. Weak-coupling runs test the second-order $T_3$, the shift it causes in $T_2$, and the common leading term of $E_{[T]}$ and the CCSDT-CCSD difference. At full coupling the output gives $-0.000210$ hartree for $E_{[T]}$, $-0.000180$ hartree for the MP4 triples and $-0.000227$ hartree for the CCSDT-CCSD difference.

## Numerical verification

```python
# Result under test: the CCSD[T] triples correction
#   E[T] = (1/36) sum_{ijkabc} W^2 / D,   W = <triple| V T2 |reference>,
#   D = e_i + e_j + e_k - e_a - e_b - e_c < 0,
# with T2 from converged CCSD, becomes the MP4 triples energy when T2 is
# replaced by the first-order (MP1) amplitudes.
# i, j, k, m: occupied; a, b, c, e: virtual spin orbitals; e_p: orbital energies.
# V: fluctuation potential, H = E_HF + F_N + V. Its strength can be scaled.
# Model: six electrons on a six-site chain, all energies in hartree.
# Reference road: explicit operators in the space of all Sz = 0 determinants.
from itertools import combinations
import numpy as np
import scipy.sparse as sp
from scipy.constants import value

n_sites, n_pairs = 6, 3
hop_first, hop_second = 0.10, 0.03
repulsion_site, repulsion_neighbour = 0.20, 0.08
site_energy = np.array([-0.10, 0.0, 0.0, 0.05, 0.0, 0.0])

# ---------- model and restricted Hartree-Fock ----------
first = np.eye(n_sites, k=1) + np.eye(n_sites, k=-1)
second = np.eye(n_sites, k=2) + np.eye(n_sites, k=-2)
G = repulsion_site * np.eye(n_sites) + repulsion_neighbour * first
background = repulsion_neighbour * first.sum(axis=1)
h = np.diag(site_energy - background) - hop_first * first - hop_second * second
density = np.eye(n_sites)
for _ in range(5000):
    fock = h + np.diag(G @ np.diag(density)) - 0.5 * G * density
    eps, C = np.linalg.eigh(fock)
    new_density = 2 * C[:, :n_pairs] @ C[:, :n_pairs].T
    change = np.abs(new_density - density).max()
    if change < 1e-13:
        break
    density = 0.5 * (density + new_density)
assert change < 1e-13
E_hf = 0.5 * np.sum(density * (h + fock))

# ---------- spin orbitals: 0-5 occupied, 6-11 virtual ----------
spatial = np.array([0, 1, 2, 0, 1, 2, 3, 4, 5, 3, 4, 5])
spin = np.array([0, 0, 0, 1, 1, 1, 0, 0, 0, 1, 1, 1])
n_so, n_occ = 12, 6
so_eps = eps[spatial]
dim_fock = 2**n_so
bits = (np.arange(dim_fock)[:, None] >> (n_so - 1 - np.arange(n_so))) & 1


def make_annihilator(p):
    source = np.where(bits[:, p] == 1)[0]
    phase = 1.0 - 2.0 * (bits[source, :p].sum(axis=1) % 2)
    image = source - 2**(n_so - 1 - p)
    return sp.csr_matrix((phase, (image, source)), shape=(dim_fock, dim_fock))


ann = [make_annihilator(p) for p in range(n_so)]
cre = [op.T.tocsr() for op in ann]
sector = np.where((bits[:, spin == 0].sum(axis=1) == n_pairs)
                  & (bits[:, spin == 1].sum(axis=1) == n_pairs))[0]
n_det = len(sector)
rank = bits[sector][:, n_occ:].sum(axis=1)
ref = int(np.where(rank == 0)[0][0])
ref_vec = np.zeros(n_det)
ref_vec[ref] = 1.0


def restrict(op):
    return op.tocsr()[sector][:, sector]


# ---------- Hamiltonian from site operators, without orbital integrals ----------
site_ann = [[sum(C[m, spatial[p]] * ann[p] for p in range(n_so) if spin[p] == s)
             for s in (0, 1)] for m in range(n_sites)]
H = np.zeros((n_det, n_det))
number = []
for m in range(n_sites):
    for n in range(n_sites):
        if m == n or h[m, n] != 0:
            transfer = sum(restrict(site_ann[m][s].T @ site_ann[n][s])
                           for s in (0, 1)).toarray()
            H += h[m, n] * transfer
            if m == n:
                number.append(transfer)
for m in range(n_sites):
    H -= 0.5 * G[m, m] * number[m]
    for n in range(n_sites):
        if G[m, n] != 0:
            H += 0.5 * G[m, n] * number[m] @ number[n]
assert abs(H[ref, ref] - E_hf) < 1e-10
F0 = bits[sector] @ so_eps
F0 = F0 - F0[ref]
V = H - H[ref, ref] * np.eye(n_det) - np.diag(F0)
assert np.abs(V[ref, rank == 1]).max() < 1e-11   # Brillouin condition

# ---------- excitation operators ----------
labels, rows, cols, vals, which = [], [], [], [], []
for order in (1, 2, 3):
    for occ in combinations(range(n_occ), order):
        for vir in combinations(range(n_occ, n_so), order):
            if spin[list(occ)].sum() != spin[list(vir)].sum():
                continue
            op = sp.identity(dim_fock, format="csr")
            for a in vir:
                op = op @ cre[a]
            for i in reversed(occ):
                op = op @ ann[i]
            block = restrict(op).tocoo()
            rows.append(block.row)
            cols.append(block.col)
            vals.append(block.data)
            which.append(np.full(block.nnz, len(labels)))
            labels.append((occ, vir))
rows, cols, vals, which = map(np.concatenate, (rows, cols, vals, which))
level = np.array([len(occ) for occ, vir in labels])
dbl, tri = level == 2, level == 3
from_ref = cols == ref
target = np.zeros(len(labels), dtype=int)
sign = np.zeros(len(labels))
target[which[from_ref]] = rows[from_ref]
sign[which[from_ref]] = vals[from_ref]
D = -F0[target]
assert D.max() < 0


def cluster(t):
    return sp.csr_matrix((vals * t[which], (rows, cols)), shape=(n_det, n_det))


def apply_exp(T, vector):
    total, term = vector.copy(), vector
    for k in range(1, 2 * n_pairs + 1):
        term = T @ term / k
        total = total + term
    return total


def project(vector):
    return sign * vector[target]


def coupled_cluster(strength, max_level):
    t = np.zeros(len(labels))
    h_scaled = np.diag(F0) + strength * V
    for _ in range(2000):
        T = cluster(t)
        residual = apply_exp(-T, h_scaled @ apply_exp(T, ref_vec))
        step = np.where(level <= max_level, project(residual) / D, 0.0)
        t = t + step
        if np.abs(step).max() < 1e-13 * strength:
            break
    assert np.abs(step).max() < 1e-13 * strength
    return strength * V[ref] @ apply_exp(cluster(t), ref_vec), t


# ---------- derived formula with antisymmetrized orbital integrals ----------
chem = np.einsum("mp,mq,mn,nr,ns->pqrs", C, C, G, C, C, optimize=True)
chem = chem[np.ix_(spatial, spatial, spatial, spatial)]
same = (spin[:, None] == spin[None, :]).astype(float)
chem = chem * same[:, :, None, None] * same[None, None, :, :]
phys = chem.transpose(0, 2, 1, 3)
anti = phys - phys.transpose(0, 1, 3, 2)
o, v = slice(0, n_occ), slice(n_occ, n_so)
e_o, e_v = so_eps[o], so_eps[v]
pair_o = e_o[:, None] + e_o
pair_v = e_v[:, None] + e_v
D4 = pair_o[:, :, None, None] - pair_v
D6 = ((pair_o[:, :, None] + e_o)[:, :, :, None, None, None]
      - (pair_v[:, :, None] + e_v))
t2_mp1 = anti[o, o, v, v] / D4
tri_index = tuple(np.array([occ + tuple(a - n_occ for a in vir)
                            for occ, vir in labels if len(occ) == 3]).T)


def pack_doubles(t):
    t2 = np.zeros((n_occ, n_occ, n_so - n_occ, n_so - n_occ))
    for amplitude, (occ, vir) in zip(t, labels):
        if len(occ) == 2:
            i, j = occ
            a, b = vir[0] - n_occ, vir[1] - n_occ
            t2[i, j, a, b] = t2[j, i, b, a] = amplitude
            t2[j, i, a, b] = t2[i, j, b, a] = -amplitude
    return t2


def permute(x):
    x = x - x.transpose(1, 0, 2, 3, 4, 5) - x.transpose(2, 1, 0, 3, 4, 5)
    return x - x.transpose(0, 1, 2, 4, 3, 5) - x.transpose(0, 1, 2, 5, 4, 3)


def numerator_parts(t2):
    particle = np.einsum("jkae,eibc->ijkabc", t2, anti[v, o, v, v])
    hole = -np.einsum("imbc,majk->ijkabc", t2, anti[o, v, o, o])
    return permute(particle), permute(hole)


def triples_energy(w_left, w_right):
    return np.sum(w_left * w_right / D6) / 36


# ---------- full-strength calculation and tests ----------
E_ccsd, t_ccsd = coupled_cluster(1.0, 2)
E_ccsdt, t_ccsdt = coupled_cluster(1.0, 3)
E_exact = np.linalg.eigvalsh(H)[0] - H[ref, ref]
t2_cc = pack_doubles(t_ccsd)
part_cc, hole_cc = numerator_parts(t2_cc)
W_cc = part_cc + hole_cc
W_mp1 = sum(numerator_parts(t2_mp1))
E_T = triples_energy(W_cc, W_cc)
E_mixed = triples_energy(W_mp1, W_cc)
E_mp4t = triples_energy(W_mp1, W_mp1)

doubles_state = cluster(np.where(dbl, t_ccsd, 0.0)) @ ref_vec
W_direct = project(V @ doubles_state)[tri]
assert np.abs(W_direct).max() > 1e-5
error_W = np.abs(W_cc[tri_index] - W_direct).max()
assert error_W < 1e-10

t3 = np.zeros(len(labels))
t3[tri] = W_cc[tri_index] / D[tri]
triples_state = cluster(t3) @ ref_vec
assert abs(doubles_state @ V @ triples_state - E_T) < 1e-11
shift = np.where(dbl, project(V @ triples_state) / D, 0.0)
assert abs(np.sum(sign * V[ref, target] * shift) - E_mixed) < 1e-11
assert E_T < 0 and E_mp4t < 0


def perturbation_energies(keep):
    resolvent = np.zeros(n_det)
    active = keep & (rank > 0)
    resolvent[active] = -1.0 / F0[active]
    waves, energies = [ref_vec], [0.0]
    for order in range(1, 5):
        energies.append(V[ref] @ waves[order - 1])
        rhs = V @ waves[order - 1]
        for k in range(1, order):
            rhs = rhs - energies[k] * waves[order - k]
        waves.append(resolvent * rhs)
    return energies


pt_all = perturbation_energies(np.ones(n_det, dtype=bool))
pt_without = perturbation_energies(rank != 3)
E_mp4t_direct = pt_all[4] - pt_without[4]
assert abs(E_mp4t_direct - E_mp4t) < 1e-11

# ---------- weak coupling: leading orders of energies and amplitudes ----------
strengths = (0.01, 0.005)
ratio_T, ratio_cc, dev_t3, dev_t2, pt_rest = [], [], [], [], []
for s in strengths:
    e_sd, t_sd = coupled_cluster(s, 2)
    e_sdt, t_sdt = coupled_cluster(s, 3)
    w = s * sum(numerator_parts(pack_doubles(t_sd)))
    ratio_T.append(triples_energy(w, w) / (s**4 * E_mp4t))
    ratio_cc.append((e_sdt - e_sd) / (s**4 * E_mp4t))
    t3_second = np.zeros(len(labels))
    t3_second[tri] = w[tri_index] / D[tri]
    predicted = s * project(V @ (cluster(t3_second) @ ref_vec))[dbl] / D[dbl]
    true_shift = (t_sdt - t_sd)[dbl]
    dev_t2.append(np.linalg.norm(true_shift - predicted)
                  / np.linalg.norm(true_shift))
    dev_t3.append(np.linalg.norm((t_sdt - t3_second)[tri])
                  / np.linalg.norm(t_sdt[tri]))
    pt_rest.append((e_sdt - sum(s**n * pt_all[n] for n in (2, 3, 4))) / s**4)
# Extrapolation removes the term linear in the strength; the tolerances
# allow for the quadratic remainder.
assert abs(2 * ratio_T[1] - ratio_T[0] - 1) < 2e-3
assert abs(2 * ratio_cc[1] - ratio_cc[0] - 1) < 5e-3
assert abs(2 * pt_rest[1] - pt_rest[0]) < 2e-2 * abs(E_mp4t)
assert abs(ratio_T[0] - 1) > 1.7 * abs(ratio_T[1] - 1)
gap_cc = [abs(x - y) for x, y in zip(ratio_cc, ratio_T)]
assert gap_cc[0] > 1.7 * gap_cc[1]
for deviation in (dev_t2, dev_t3):
    assert deviation[1] < 0.05 and deviation[0] > 1.7 * deviation[1]

# ---------- numbers for the worked example ----------
contribution = W_cc[tri_index]**2 / D[tri]
assert contribution.max() <= 0
top = int(np.argmin(contribution))
top_index = tuple(axis[top] for axis in tri_index)
top_occ, top_vir = [lab for lab in labels if len(lab[0]) == 3][top]


def names(orbitals):
    return " ".join(f"{spatial[p] + 1}{'ab'[spin[p]]}" for p in orbitals)


to_ev = value("Hartree energy in eV")
print(f"sites {n_sites}, electrons {2 * n_pairs}, determinants {n_det}")
print(f"first-neighbour hopping strength: {hop_first:.2f} Eh")
print(f"second-neighbour hopping strength: {hop_second:.2f} Eh")
print(f"on-site repulsion: {repulsion_site:.2f} Eh")
print(f"nearest-neighbour repulsion: {repulsion_neighbour:.2f} Eh")
print("site energies (Eh):", " ".join(f"{x:.2f}" for x in site_energy))
print("orbital energies (Eh):", " ".join(f"{x:.6f}" for x in eps))
print(f"HOMO-LUMO gap: {eps[n_pairs] - eps[n_pairs - 1]:.6f} Eh")
print(f"Hartree-Fock energy, no core-core constant: {E_hf:.8f} Eh")
print(f"MP2 correlation energy: {pt_all[2]:.8f} Eh")
print(f"third-order energy: {pt_all[3]:.8f} Eh")
print(f"fourth-order energy, all excitations: {pt_all[4]:.8f} Eh")
print(f"fourth-order energy, triples removed: {pt_without[4]:.8f} Eh")
print(f"difference = MP4 triples, direct: {E_mp4t_direct:.8f} Eh")
print(f"MP4 triples from sum of squares: {E_mp4t:.8f} Eh")
print(f"mixed form, MP1 times converged: {E_mixed:.8f} Eh")
print(f"E[T], converged T2 on both sides: {E_T:.8f} Eh")
print(f"E[T] converted: {E_T * to_ev:.6f} eV")
print(f"MP4 triples converted: {E_mp4t * to_ev:.6f} eV")
print(f"ratio E[T] / MP4 triples: {E_T / E_mp4t:.5f}")
print(f"sum of squared unique T2, MP1: {np.sum(t2_mp1**2) / 4:.6f}")
print(f"sum of squared unique T2, CCSD: {np.sum(t2_cc**2) / 4:.6f}")
print(f"CCSD correlation energy: {E_ccsd:.8f} Eh")
print(f"CCSD[T] correlation energy: {E_ccsd + E_T:.8f} Eh")
print(f"CCSDT correlation energy: {E_ccsdt:.8f} Eh")
print(f"exact correlation energy: {E_exact:.8f} Eh")
print(f"CCSDT minus CCSD: {E_ccsdt - E_ccsd:.8f} Eh")
print(f"unique spin-conserving triples: {tri.sum()}")
print(f"triples denominators from {D[tri].min():.6f} to {D[tri].max():.6f} Eh")
print(f"largest triple (a up, b down): {names(top_occ)} -> {names(top_vir)}")
print(f"  particle part of W: {part_cc[top_index]:.8f} Eh")
print(f"  hole part of W: {hole_cc[top_index]:.8f} Eh")
print(f"  W with converged T2: {W_cc[top_index]:.8f} Eh")
print(f"  W with MP1 amplitudes: {W_mp1[top_index]:.8f} Eh")
print(f"  denominator D: {D6[top_index]:.8f} Eh")
print(f"  amplitude W/D: {W_cc[top_index] / D6[top_index]:.8f}")
print(f"  energy W^2/D, converged T2: {contribution[top]:.8f} Eh")
print(f"  energy W^2/D, MP1: {W_mp1[top_index]**2 / D6[top_index]:.8f} Eh")
print(f"largest error of W against direct projection: {error_W:.1e} Eh")
for n, s in enumerate(strengths):
    print(f"strength {s}: E[T]/(s^4 MP4 triples) = {ratio_T[n]:.6f}")
    print(f"  (CCSDT-CCSD)/(s^4 MP4 triples) = {ratio_cc[n]:.6f}")
    print(f"  relative error of second-order T3: {dev_t3[n]:.6f}")
    print(f"  relative error of predicted T2 shift: {dev_t2[n]:.6f}")
print("finished without a failed check")
```

Output:

```
sites 6, electrons 6, determinants 400
first-neighbour hopping strength: 0.10 Eh
second-neighbour hopping strength: 0.03 Eh
on-site repulsion: 0.20 Eh
nearest-neighbour repulsion: 0.08 Eh
site energies (Eh): -0.10 0.00 0.00 0.05 0.00 0.00
orbital energies (Eh): -0.176747 -0.080851 0.044157 0.190193 0.252285 0.285125
HOMO-LUMO gap: 0.146036 Eh
Hartree-Fock energy, no core-core constant: -0.99683572 Eh
MP2 correlation energy: -0.01666381 Eh
third-order energy: -0.00149893 Eh
fourth-order energy, all excitations: -0.00101120 Eh
fourth-order energy, triples removed: -0.00083150 Eh
difference = MP4 triples, direct: -0.00017971 Eh
MP4 triples from sum of squares: -0.00017971 Eh
mixed form, MP1 times converged: -0.00019113 Eh
E[T], converged T2 on both sides: -0.00021029 Eh
E[T] converted: -0.005722 eV
MP4 triples converted: -0.004890 eV
ratio E[T] / MP4 triples: 1.17019
sum of squared unique T2, MP1: 0.032258
sum of squared unique T2, CCSD: 0.046344
CCSD correlation energy: -0.01926705 Eh
CCSD[T] correlation energy: -0.01947734 Eh
CCSDT correlation energy: -0.01949415 Eh
exact correlation energy: -0.01950549 Eh
CCSDT minus CCSD: -0.00022711 Eh
unique spin-conserving triples: 164
triples denominators from -1.256881 to -0.625208 Eh
largest triple (a up, b down): 2a 3a 3b -> 5a 6a 5b
  particle part of W: -0.00290251 Eh
  hole part of W: 0.00039515 Eh
  W with converged T2: -0.00250736 Eh
  W with MP1 amplitudes: -0.00248118 Eh
  denominator D: -0.78223293 Eh
  amplitude W/D: 0.00320539
  energy W^2/D, converged T2: -0.00000804 Eh
  energy W^2/D, MP1: -0.00000787 Eh
largest error of W against direct projection: 2.6e-16 Eh
strength 0.01: E[T]/(s^4 MP4 triples) = 1.000293
  (CCSDT-CCSD)/(s^4 MP4 triples) = 1.001247
  relative error of second-order T3: 0.001690
  relative error of predicted T2 shift: 0.002369
strength 0.005: E[T]/(s^4 MP4 triples) = 1.000144
  (CCSDT-CCSD)/(s^4 MP4 triples) = 1.000620
  relative error of second-order T3: 0.000845
  relative error of predicted T2 shift: 0.001185
finished without a failed check
```
